Crossed diagrams in the anomalous Hall effect of massive Dirac fermions

**1. A number to explain**

A massive Dirac cone with m = 0.05 eV, Fermi energy ε = 0.10 eV and weak disorder has k_F times mean free path equal to 86. Summing the non-crossing diagrams gives a Hall conductivity of −0.82 e²/h. Adding the diagrams in which two disorder lines cross changes this to −0.33 e²/h. With so large a k_Fℓ one might expect crossed lines to be a small correction. For the Hall current of this model they are not.

**2. Model and conventions**

The Hamiltonian in two dimensions is

H = v σ·k + mσ_z + V(r), m > 0, ⟨V(r)V(r′)⟩ = Wδ(r−r′).

V is Gaussian with zero mean. In the algebra ħ = e = 1 and lengths are scaled so that v = 1; then e²/h = 1/2π, and W is the dimensionless w = W/(ħv)² ≪ 1. The temperature is zero and ε > m. Write

K² = ε² − m², S = ε² + 3m², cosθ = m/ε, sinθ = K/ε.

K is the Fermi momentum. An upper-band state at angle φ is |k⟩ = (c, s e^{iφ}), with c = cos(θ/2), s = sin(θ/2). Its spin points along the unit vector n, and its projector is P = (1+n·σ)/2. Unprimed quantities belong to k, primed ones to k′, and Δ = φ′−φ. In the conductivity formula just below, ⟨…⟩ is the average over disorder; from section 4 on it is an average over angles.

The Kubo–Streda formula splits σ_xy into a Fermi-surface part and σ^II = ∂N/∂B. In the first part the RR and AA products are symmetric in x and y by cyclicity of the trace, while rotational invariance makes σ_xy antisymmetric, so they drop out:

σ_xy = (1/2π) Tr⟨σ_x G^R σ_y G^A⟩ + σ^II.

For σ^II count Landau levels ±√(m²+2nB), each with density B/2π, as half of (filled minus empty). The filled n = 0 level gives ½. Each pair n ≥ 1 gives the occupation f(E_n), and for smeared levels Σf(E_n) = ∫₀^∞ dn f − ½f(m). The integral times B/2π does not depend on B, and f(m) = 1, so the halves cancel and σ^II = 0. Disorder corrections to it contain no RA pairs that could compensate powers of w, so they are of higher order.

**3. The non-crossing sum**

Since (ε−mσ_z−σ·k)(ε+mσ_z+σ·k) = K²−k², the clean G^R is N(k)/(K²−k²+i0), with N(k) = ε+mσ_z+σ·k. Using d²k/(2π)² → d(k²)/4π after the angular average, the imaginary part of the integrated denominator is −π/4π = −1/4, hence

Σ^R = −iγ(ε+mσ_z), γ = W/4.

The logarithmic real part is absorbed in ε and m. The dressed function has a = ε(1+iγ), b = m(1−iγ):

G^R = (a+bσ_z+σ·k)/D, D = K²−k²+2iγ(ε²+m²)+O(γ²),

∫d²k/(2π)² 1/|D|² = (1/4π)·π/[2γ(ε²+m²)] = 1/[2W(ε²+m²)].

Now put σ_x between G^A and G^R. Terms linear in k average to zero, and so does σ·k σ_x σ·k. There remains

(a*+b*σ_z)σ_x(a+bσ_z) = (|a|²−|b|²)σ_x + i(ab*−a*b)σ_y.

Here ab* = εm(1+iγ)², so ab*−a*b = 4iγεm, and the last term is −Wεmσ_y. Therefore

W∫G^A σ_x G^R = pσ_x − qσ_y, p = K²/[2(ε²+m²)], q = Wεm/[2(ε²+m²)].

Rotation by 90° gives σ_y → pσ_y+qσ_x. If σ_x is represented by 1 and σ_y by i, each rung multiplies by z = p−iq. The ladder is z/(1−z), whose imaginary part is −q/(1−p)² to first order in q. With the trace factor 2, and in units of e²/h,

σ_xy^nc = −2q/[W(1−p)²].

Since 1−p = S/[2(ε²+m²)],

σ_xy^nc = −4εm(ε²+m²)/S².

The real part gives σ_xx = 2p/[W(1−p)] = 2K²/(WS), which is 42.9 in the example.

**4. Separating the ladder**

Intrinsic part. With A = i⟨u|∇_k u⟩ the upper band has A_φ = −s²/k, and

Ω = (1/k)∂_k(kA_φ) = (1/2k)∂_k(m/E) = −m/(2E³).

The lower band has the opposite sign. A force F_y gives the velocity −F_yΩ along x. States with k < K are filled in both bands and cancel; the lower band with k > K remains:

σ^int = −∫_K^∞ k dk m/(2E³) = −m/(2ε).

Side jump. Scattering k → k′ displaces the packet by

δr = A′ − A − (∇_k+∇_k′) arg o, o = ⟨k′|k⟩ = c²+s²e^{−iΔ}.

Let θ̇ = dθ/dk = m/ε². Differentiating o, and using |o|²∇arg o = Im(o*∇o), we need Im[o*(e^{−iΔ}−1)] = −sinΔ and Re[o*e^{−iΔ}] = c²cosΔ+s². With k̂, φ̂ the radial and azimuthal unit vectors,

|o|²δr = (s²/K)(|o|²−c²cosΔ−s²)(φ̂−φ̂′) + ½sc θ̇ sinΔ (k̂+k̂′).

The first bracket equals c²cosθ(1−cosΔ). Both coefficients then reduce to mK/(4ε³). Taking φ = 0, the vector (1−cosΔ)(φ̂−φ̂′)+sinΔ(k̂+k̂′) has components 2sinΔ and 2(1−cosΔ), which is 2(φ̂−φ̂′). So

|o|²δr = (mK/2ε³)(φ̂−φ̂′) = (m/2ε³) ẑ×(k−k′).

The rate is 2πW|o|²δ(E−E′) and the density of states is ε/2π, so a sum over final states is Wε⟨…⟩. From |o|² = ½(1+cos²θ)+½sin²θ cosΔ,

1/τ = Wε⟨|o|²(1−cosΔ)⟩ = WS/(4ε), v_sj = WmK/(2ε²) φ̂.

Here τ is the transport time. A force along y makes g = −f₀′τF·v, with v = (K/ε)k̂. Its side-jump current contains ⟨φ̂_x k̂_y⟩ = −½ and gives

−ε·τ·(K/ε)·(WmK/2ε²)·½ = −mK²/(εS).

The field also does work F·δr in each jump. Hence f₀(E)−f₀(E′) = −f₀′F·δr, and the stationary collision equation adds g = τf₀′F·v_sj. Its ordinary current has the same product of factors, now with ⟨k̂_xφ̂_y⟩ = +½. Since this g carries +f₀′ where the first carried −f₀′, and −f₀′ integrates to +1, the result is again −mK²/(εS). The two parts together give

σ^sj = −2mK²/(εS) = −(m/2ε)·4K²/S.

Skew scattering. Let the rate acquire an odd part 2πW B(Δ)δ(E−E′). Acting on g ∝ sinφ, it produces a source −ω cosφ, with ω = Wε⟨B sinΔ⟩. Multiplying by τ and taking the x current,

σ^sk = −(K²/2ε)τ²ω = −8ε²K²⟨B sinΔ⟩/(WS²). (1)

At second order in W the ladder has two such contributions. First, Σ^R mixes the lower band into the outer legs. Since ⟨+|σ_z|−⟩ = sinθ and the energy denominator is 2ε, the mixing amplitude is −iη, with η = (W/8)sinθ cosθ. The two legs change o by −iη sinθ(1−e^{−iΔ}), and

B_legs = 2η sinθ Im[o*(1−e^{−iΔ})] = (W/4)cosθ sin²θ sinΔ.

Second, in a two-step process through q, the upper band on shell interferes with the lower band. The on-shell factor −iπδ(ε−E_q), the density ε/2π and the denominator 2ε give

B_two = (W/2) Im⟨Tr P′P_qP(1−P_q)⟩.

Tr P′P_qPP_q is real, and Im Tr P′P_qP = ¼n_q·(n×n′). Averaging n_q leaves cosθ ẑ, so B_two = (W/8)cosθ sin²θ sinΔ, half of the leg term. With ⟨sin²Δ⟩ = ½, equation (1) gives

σ^sk = −(m/2ε)·3K⁴/S².

The three parts add up to the ladder:

S²+4K²S+3K⁴ = (S+K²)(S+3K²) = 2(ε²+m²)·4ε².

In the example K²/ε² = 0.75, S/ε² = 1.75 and m/2ε = 0.25. The terms are −0.250, −0.25·3/1.75 = −0.429 and −0.25·1.6875/3.0625 = −0.138, with sum −0.816.

**5. Why crossing costs nothing here**

A crossed diagram with two disorder lines has a factor W². On each side of the crossed block stands an RA pair of equal momentum, and each pair integrates to something of order 1/W. The result is of order W⁰. Equation (1) says the same: B of order W, times τ², gives a finite Hall conductivity. The longitudinal conductivity starts at 1/W, so there the same diagrams are a relative correction of order w, up to logarithms of w. The Hall conductivity has no 1/W term, because Gaussian noise has no third cumulant, and so the crossed terms compete at leading order.

In X, two scatterings sit on each Green-function line. In Ψ, three sit on one line and one on the other.

**6. The X diagram**

The amplitude k → q → k′ is paired with the conjugate amplitude through q̄ = k+k′−q:

B_X = W∫d²q/(2π)² T/[(D_q+i0)(D_q̄−i0)],

T = Tr[P′N(q)PN(q̄)], D_q = K²−q².

Complex conjugation reverses σ_y. With k along x it is therefore equivalent to Δ → −Δ and q_y → −q_y, so the part of B odd in Δ comes from Im T. Exchanging q and q̄ reverses Im T. The two delta-function terms in the imaginary part of the denominators are then equal, and

B_X^odd = 2πW∫d²q/(2π)² Im T δ(D_q)/D_q̄.

On the shell N(q) = 2εP_q. Since N is linear, N(q̄) = N(k)+N(k′)−N(q), which gives

T = 4ε² Tr[P′P_qP(P+P′−P_q)].

The first two terms are both Tr P′P_qP and the third is real, so Im T = 2ε²n_q·(n×n′).

Measure angles from the bisector of k and k′: φ = −α, φ′ = α, Δ = 2α, and q at β. Then

n_q·(n×n′) = cosθ sin²θ·2sinα(cosα−cosβ),

D_q̄ = 4K²cosα(cosβ−cosα).

The zeros cancel, and the quotient does not depend on β. With ∫d²q/(2π)² δ(D_q) = 1/4π and sin²θ = K²/ε²,

B_X^odd = −(W/2)cosθ tan(Δ/2).

The divergence at backscattering is harmless, since ⟨sinΔ tan(Δ/2)⟩ = ⟨2sin²(Δ/2)⟩ = 1. Equation (1) gives

σ^X = +4εmK²/S²,

or 4·0.5·0.75/3.0625 = +0.490 in the example. The sign is opposite to that of the ladder.

**7. The Ψ diagram**

Here a third-order amplitude interferes with the first-order one. Its outer two scatterings are paired, which fixes the second intermediate momentum as q₂ = q+k′−k:

B_Ψ = 2W Re∫d²q/(2π)² Tr[P′N(q₂)N(q)P]/[(D_q₂+i0)(D_q+i0)].

The odd part has either q or q₂ on the shell. For q on the shell, N(q₂) = N(q)+N(k′)−N(k), and the imaginary trace is again 2ε²n_q·(n×n′). The other denominator is

D_q₂ = −4K²sinα(sinβ+sinα),

so that

2sinα(cosα−cosβ)/D_q₂ = −(1/2K²) tan(x/2), x = β−α.

The angle x runs from k′ to q. Its tangent is odd about x = 0, and the principal-value average over the circle vanishes. With q₂ on the shell one finds (1/2K²)tan((β+α)/2), β now being the angle of q₂, which averages to zero too. For white noise, then,

σ^Ψ = 0 at order w⁰.

The diagram has the same power of w as X, but its Hall coefficient is zero. This relies on all momentum transfers having equal weight. For the correlator W exp(−p²ξ²/2) the two on-shell terms are equal, by β → −β, and

B_Ψ^odd = −W cosθ f(Δ)⟨tan(x/2) f(x+Δ)⟩, f(y) = exp[−K²ξ²(1−cos y)].

The average is over x. At k_Fξ = 1 and Δ = 1.4 this gives B_Ψ/W = +0.0792. A direct sum over the momentum plane, with a small broadening extrapolated to zero, gives the same value. With the transport time of this correlator the conductivities are +0.80 e²/h from X and −0.71 e²/h from Ψ. Both diagrams thus contribute at the same order for this finite-range noise, while for white noise X carries the whole crossed term. The ladder was not recomputed for finite range, so these two values do not give a total.

**8. The full result and its limits**

For white noise

σ_xy = −4εm(ε²+m²−K²)/S² = −8εm³/S².

In the example this is −0.327 e²/h, or −1.3×10⁻⁵ S, against −3.2×10⁻⁵ S for the ladder alone.

At the band edge K → 0, the crossed term vanishes as K²/(4m²) and both results tend to −½. The expansion also needs k_Fℓ = 4K²/(wS) ≫ 1, and so fails when K² is comparable to wm². For ε ≫ m the ladder tends to −4m/ε and X to +4m/ε; what survives is −8(m/ε)³. At ε = 0.50 eV, with m fixed, −0.381 and +0.373 leave −0.0075. If corrections of order w scale as w m/ε, which is an estimate and not derived here, this remainder can be trusted only when w is small compared with (m/ε)², and it must be smaller still if the unknown coefficient is large. With w = 0.02 and (m/ε)² = 0.01 it cannot: the X diagram evaluated at this finite w lies 0.033 below its limit, about 16 w m/ε, which is four times the remainder.

The real-space X and Ψ diagrams at finite w indicate how large such corrections can be. They are not the full correction: diagrams with more crossed lines, not computed here, also enter at order w, and at that order Ψ depends on the short-distance cutoff (at m/ε = 0.5 and w = 0.02 it moves from −0.028 to +0.012 as the cutoff goes from 10⁻⁶ to 10⁻² ħv/ε, while X does not move in the digits shown). At m/ε = 0.5 and w = 0.02, X is 0.446, nine per cent below its limit. Linear extrapolation to w = 0 gives 0.489 for X, against 0.490 from the formula, and 0.001 for Ψ. The small remainders come from w ln w terms, which a linear extrapolation does not remove: a fit to c₀ + c₁w + c₂w ln w over w = 0.0025 to 0.02 gives c₀ = 0.4898 for X and 0.0001 for Ψ.

**9. Relation to real surfaces**

The nearest real case is a topological-insulator surface with a magnetic gap. There ħv of a few eV Å is a rough typical value, so 4 eV Å is reasonable. The half-gap of 0.05 eV is on the large side, and the mean free path of about 4000 Å is long for a magnetically doped film. Stronger scattering raises w and the neglected corrections. The point ε = 0.50 eV of section 8 lies beyond the bulk gap of such crystals, roughly 0.3 eV, and is a property of the model only. Magnetic dopants also scatter through the spin, whereas all results above assume scalar V. For white noise entering as Vσ_z at m/ε = 0.5, the ladder gives −0.24, X gives −0.14 and Ψ gives 0, so the crossed term has the opposite sign and the total is −0.38 e²/h. Charged impurities have a finite range. In the example of section 7, a range of 1/k_F changes the sum of X and Ψ from +0.49 to +0.09 e²/h, which shows how much the white-noise assumption can matter. Impurities with a third cumulant add a skew term that grows as 1/w when the strength of each impurity is fixed and their density is lowered. For identical point impurities giving w = 0.02 in the example, its size is about 0.2 e²/h at a density of 5×10¹³ cm⁻² and 0.9 e²/h at 3×10¹² cm⁻², comparable to or larger than X. A film also has two surfaces, whose contributions must be added. The numbers here describe one model cone and do not predict a measured film.

Table of computed values

```
hbar v = 4.0 eV A, m = 0.05 eV, eps = 0.10 eV
W = 0.32 eV^2 A^2, w = W/(hbar v)^2 = 0.020
k_F = 0.02165 1/A
hbar/tau_tr = 8.750e-04 eV
transport mean free path = 3959 A
k_F times mean free path = 85.7
sigma_xx Drude = 42.86 e^2/h
sigma_xx ladder at this w = 42.53 e^2/h
Hall terms at order w^0 (e^2/h):
  intrinsic        -0.2500
  side jump        -0.4286
  skew, outer legs -0.0918
  skew, two-step   -0.0459
  skew, sum        -0.1378
  non-crossing sum -0.8163
  crossed X        +0.4898
  all              -0.3265
non-crossing sum = -3.162e-05 S
all              = -1.265e-05 S
Real-space diagrams, m/eps = 0.5 (e^2/h):
  w       ladder    X        Psi
  0.020  -0.8083  +0.4461  -0.0077
  0.010  -0.8123  +0.4655  -0.0016
  0.005  -0.8143  +0.4764  +0.0004
  w -> 0 extrapolated: X +0.4886, Psi +0.0012
Dependence on eps at m = 0.05 eV (e^2/h):
  eps (eV)  non-crossing  X        all
  0.055     -0.5486       +0.0521  -0.4965
  0.100     -0.8163       +0.4898  -0.3265
  0.200     -0.7535       +0.6648  -0.0886
  0.500     -0.3808       +0.3733  -0.0075
Noise range xi = 1/k_F = 46.2 A (e^2/h):
  X +0.8028, Psi -0.7105
Odd kernels at angle 1.4 rad, xi = 1/k_F (dimensionless):
  on shell: X -0.0478, Psi +0.0792
  plane sum: X -0.0478, Psi +0.0792
Streda term: metal 0.0000, gap 0.5000 e^2/h (size)
```
